# Finite Silicon Recess Under a Steadily Growing Fluorocarbon Film

## A film that halves the etch rate

Suppose that bare silicon etches at rate $E$ for a time $\tau$. A slab of fluorocarbon film then settles on it and halves the etch rate. After another time $\tau$ a second, identical slab halves the rate again, and so on without end. The depth removed is

$$
E\tau+\tfrac12E\tau+\tfrac14E\tau+\dots=2E\tau .
$$

The sum is finite because each interval removes half of what was still missing from $2E\tau$. After the first interval $E\tau$ is missing, after the second $\tfrac12E\tau$, after the third $\tfrac14E\tau$. Etching never stops, yet the depth never passes $2E\tau$.

A real film thickens more gradually. If it thickens steadily at rate $G$ and attenuates the etch rate exponentially over a length $L$, the total depth is

$$
R_\infty=\frac{EL}{G}.
$$

This is derived below in two ways, which differ in what they need and in how they extend to other films.

## The model and its conventions

Let $h(t)$ be the film thickness and $R(t)$ the recess, the distance the silicon surface has moved down since $t=0$. The surface starts bare, so $h(0)=0$ and $R(0)=0$. The model is

$$
\frac{dh}{dt}=G,\qquad \frac{dR}{dt}=E\,e^{-h/L},
$$

with $E$, $G$ and $L$ positive constants. Three conventions are contained in it.

First, $h$ is measured from the silicon surface, which itself moves. It is the thickness of material that the etching species, or the energy of the ions, must cross.

Second, $G$ is a net rate: deposition minus every loss of film. It is taken as constant, although the etching of silicon may itself use up film.

Third, the film starts at once, covers the surface evenly and never stops thickening. The exponential law is a premise of the model.

No physical constant appears, so the algebra is the same in atomic units or in any other consistent set. The numbers below are in nanometres and seconds.

## First derivation: film thickness as the clock

Since $G>0$, the thickness increases steadily and can replace time as the variable. By the chain rule,

$$
\frac{dR}{dh}=\frac{dR/dt}{dh/dt}=\frac{E}{G}\,e^{-h/L}.
$$

This is the depth of silicon lost per unit thickness of film gained. An antiderivative of $e^{-h/L}$ is $-L\,e^{-h/L}$. Integrating from the bare surface to thickness $h$ gives

$$
R=\frac{E}{G}\Big[-L\,e^{-h'/L}\Big]_0^{h}
=\frac{EL}{G}\left(1-e^{-h/L}\right).
$$

The film grows steadily from zero, so $h=Gt$ and

$$
R(t)=\frac{EL}{G}\left(1-e^{-Gt/L}\right).
$$

As $t\to\infty$ the exponential vanishes and $R\to EL/G$. The dimensions agree: $E/G$ is a pure number and $L$ is a length.

The result can be read as $E\times(L/G)$: the recess that the initial rate would produce in the time $L/G$ during which the film gains one attenuation length. At short times, $e^{-x}\approx1-x+x^2/2$ with $x=Gt/L$ gives

$$
R(t)\approx Et-\frac{EG}{2L}t^2 .
$$

The first term is bare etching and the second is the onset of protection. If $G\to0$ at fixed $t$, only $Et$ remains. The total $EL/G$ then diverges, as it should for silicon that is never protected.

The recess still to come at time $t$ is

$$
R_\infty-R(t)=\frac{EL}{G}e^{-Gt/L}=\frac{L}{G}\,\frac{dR}{dt}.
$$

It is the present etch rate multiplied by the fixed time $L/G$, whatever the thickness already reached. This is the continuous form of the halving pattern in the opening example.

### Numbers

Take silicon exposed to a low-bias fluorocarbon plasma in which deposition dominates, with the round values $E=0.4$ nm/s, $G=3.0$ nm/s and $L=2.5$ nm, and a step lasting 10 s. Then

$$
R_\infty=\frac{0.4\times2.5}{3.0}\ \text{nm}=0.333\ \text{nm},
$$

or 3.33 angstrom. Direct numerical integration of the etch rate over time gives the same value, 0.3333 nm. The time scale is $L/G=2.5/3.0=0.833$ s.

At 0.5 s the recess is 0.150 nm, against $Et=0.2$ nm for bare silicon, so the film already matters. At 2.0 s it is 0.303 nm. The etch rate is then $0.4\,e^{-2.4}=0.0363$ nm/s, and the rule for the remaining recess gives $0.0363\times0.833=0.030$ nm, which is the difference between 0.333 and 0.303 nm.

To reach 99% of the total requires $e^{-Gt/L}=0.01$, hence

$$
t_{99}=\frac{L}{G}\ln100=3.84\ \text{s},\qquad
h_{99}=L\ln100=11.5\ \text{nm}.
$$

The thickness $h_{99}$ depends on $L$ alone. A faster-growing film reaches it sooner, and less silicon is lost on the way.

The spacing of silicon (100) atomic layers is about 0.14 nm, so the total recess is between two and three layers. At that scale a continuous depth can only be an average over an area.

## Second derivation: adding slabs

Now return to slabs, this time of arbitrary thickness $d$. One slab's worth of film grows in the time $d/G$, and it multiplies the etch rate by

$$
q=e^{-d/L},\qquad 0<q<1.
$$

Divide the time axis into intervals of length $d/G$, numbered $n=0,1,2,\dots$ During interval $n$ the real film thickens from $nd$ to $(n+1)d$. The etch rate therefore falls from $Eq^n$ to $Eq^{n+1}$, and the depth $\Delta R_n$ removed in that interval satisfies

$$
\frac{Ed}{G}\,q^{n+1}\le\Delta R_n\le\frac{Ed}{G}\,q^{n}.
$$

To add the upper bounds, write $s_N=1+q+\dots+q^{N-1}$. Multiplying by $q$ shifts every term by one place, so subtraction leaves only the ends:

$$
s_N-q\,s_N=1-q^N,\qquad s_N=\frac{1-q^N}{1-q}.
$$

Because $q<1$, $q^N\to0$ and $s_N\to1/(1-q)$. The sum of the upper bounds is

$$
S=\frac{Ed}{G}\,\frac{1}{1-q}.
$$

Every lower bound is $q$ times the corresponding upper bound, so the total recess obeys

$$
qS\le R_\infty\le S .
$$

The gap between the two is $S-qS=(1-q)S=Ed/G$, which vanishes as $d\to0$. It remains to find the limit of $S$. With $x=d/L$, so that $d=Lx$,

$$
S=\frac{EL}{G}\,\frac{x}{1-e^{-x}} .
$$

For small $x$, $1-e^{-x}=x-x^2/2+x^3/6-\dots$ Dividing numerator and denominator by $x$ and expanding the reciprocal,

$$
\frac{x}{1-e^{-x}}=\frac{1}{1-x/2+x^2/6-\dots}
=1+\frac x2+\frac{x^2}{12}+\dots
$$

The coefficient $1/12$ is $(1/2)^2-1/6$. As $x\to0$ the factor tends to 1, so $S\to EL/G$. The lower bound has the same limit because the gap closes, and the recess between them must be $EL/G$.

The opening example has $q=\tfrac12$, so $d=L\ln2$ and $\tau=d/G$. Its total is $2E\tau=2\ln2\,(EL/G)$, about 1.39 times the continuous result. The excess arises because the surface waits a full interval for each slab, while a continuous film protects it from the start.

The same formula estimates the effect of a film that arrives in pieces of molecular size. For $d=0.3$ nm, $x=0.12$ and $q=e^{-0.12}=0.887$, and

$$
S=\frac{0.4\times0.3/3.0}{1-0.887}\ \text{nm}\approx0.354\ \text{nm}.
$$

This is 6% above $EL/G$, as the leading correction $x/2=0.06$ predicts. It applies when each piece lands at the end of its interval, and on average when pieces land at random times. If each landed at the start of its interval, the total would be $qS=S-Ed/G=0.314$ nm, 6% below $EL/G$.

## What each derivation assumes

Both derivations use constant $E$ and $G$, even coverage and unlimited growth. They use the attenuation law differently.

The upper and lower bounds of the slab argument need only a rate that falls with thickness. Summing them in closed form needs each added slab to multiply the rate by the same factor, whatever lies beneath or above it. That property produces the geometric series. It holds if each layer stops a fixed fraction of what enters it.

The first derivation needs only a rate that depends on thickness. If the rate is $E f(h)$ with $f(0)=1$, the same change of variable gives

$$
R_\infty=\frac{E}{G}\int_0^\infty f(h)\,dh .
$$

The exponential matters only through the area under $f$, which for $f=e^{-h/L}$ is $L$. The total is finite if this area is finite, and a film that grows forever does not by itself ensure that.

### An attenuation law with no finite total

Suppose that fluorine diffuses through the film without loss and reacts at the silicon. Let its concentration be $n_0$ at the top of the film and $n_s$ at the silicon, its diffusion coefficient $D$, and its reaction velocity $k$. If diffusion adjusts quickly compared with film growth, the flux $J$ through the film equals the flux consumed:

$$
J=\frac{D(n_0-n_s)}{h}=k\,n_s .
$$

The second equality gives $D n_0=(D+kh)n_s$, so $n_s=n_0/(1+kh/D)$ and $J=kn_0/(1+kh/D)$. The etch rate is proportional to $J$. With $L=D/k$,

$$
f(h)=\frac{1}{1+h/L}.
$$

Two slabs of thickness $d$ now give $1/(1+2d/L)$, which differs from $1/(1+d/L)^2$. The geometric series is lost, but the first derivation still works:

$$
R(t)=\frac EG\int_0^{Gt}\frac{dh}{1+h/L}
=\frac{EL}{G}\ln\!\left(1+\frac{Gt}{L}\right).
$$

This grows without limit, though slowly. The logarithm requires the diffusion time $h^2/D$ to be short against the growth time $h/G$, that is $Gh=G^2t\ll D$, which at 100 s means $D\gg900$ nm$^2$/s. Once the film outgrows that condition the recess is larger than the logarithm and eventually grows roughly as $\sqrt t$. With the same $E$, $G$ and $L$ it gives $0.333\ln13=0.855$ nm at 10 s and 1.60 nm at 100 s.

### Growth that stops

Keep the exponential law, but let the film stop thickening at $h=H$. For later times the recess is the part accumulated during growth plus a part at constant rate:

$$
R(t)=\frac{EL}{G}\left(1-e^{-H/L}\right)
+E\,e^{-H/L}\left(t-\frac HG\right).
$$

Setting this equal to $EL/G$ and cancelling $E\,e^{-H/L}$ gives $t-H/G=L/G$. The recess passes the former limit at a time $L/G$ after growth stops, whatever the value of $H$. The reason is the rule found earlier: the missing recess is the present rate times $L/G$, and a rate that no longer falls supplies it in that time.

For $H=6.0$ nm, growth stops at 2.00 s and the limit is passed at 2.83 s. The residual rate of 0.0363 nm/s continues for the remaining 8 s of the step, and the recess at 10 s is

$$
0.303+0.0363\times8.0\approx0.593\ \text{nm},
$$

78% above $EL/G$.

### Film consumed by the etching

Suppose next that $G$ is the gross supply of film, and that etching unit thickness of silicon uses up a thickness $c$ of film. Then

$$
\frac{dh}{dt}=G-cE\,e^{-h/L}\equiv u(h),\qquad
\frac{dR}{dh}=\frac{E\,e^{-h/L}}{u(h)} .
$$

If $0<cE<G$, $u$ is positive at $h=0$ and increases with $h$, so the film grows without limit. Differentiating $u$ gives $du=(cE/L)e^{-h/L}dh$, hence $E\,e^{-h/L}dh=(L/c)\,du$. As $h$ runs from 0 to infinity, $u$ runs from $G-cE$ to $G$, and

$$
R_\infty=\frac Lc\int_{G-cE}^{G}\frac{du}{u}
=-\frac Lc\ln\!\left(1-\frac{cE}{G}\right).
$$

For small $y=cE/G$, $-\ln(1-y)=y+y^2/2+\dots$, so $R_\infty=(EL/G)(1+cE/2G+\dots)$, which returns to $EL/G$ as $c\to0$.

If $cE\ge G$, film on a bare surface is used up at least as fast as it is supplied. None accumulates, and the recess has no finite limit. Here the threshold is $c=G/E=7.5$. Stepping the equations through 20 s from a bare surface, with the thickness kept from going negative, gives a recess of 0.97 nm for $c=7.0$. For $c=8.0$ it gives 8.00 nm, which is bare etching at rate $E$, and no film. That recess would use up 64 nm of film while only 60 nm is supplied, so it presumes another source of etchant; with the film as the only source the rate would be $G/c$, still without a limit on the recess. The threshold also refers to an exactly bare start. For $cE>G$, $u$ vanishes at $h=L\ln(cE/G)$, only 0.16 nm for $c=8.0$, and a film that starts thicker than this keeps growing and gives a finite total.

A rough size for $c$ follows from counting atoms. With eight atoms in a cubic cell of side roughly 0.54 nm, silicon has about 51 atoms per cubic nanometre, and each leaves as SiF$_4$ with four fluorine atoms. A film of composition CF and density 2.0 g/cm$^3$ holds about 39 fluorine atoms per cubic nanometre. If all the fluorine in the SiF$_4$ comes from the film, all the fluorine of the consumed film goes into SiF$_4$, and its carbon is removed too,

$$
c\approx\frac{4\times51}{39}\approx5.2 .
$$

The total is then about 0.57 nm, 1.7 times $EL/G$. This is a rough size and not a bound: fluorine arriving from the gas or carbon left behind would lower $c$, while fluorine carried away by the carbon would raise it. A film with about 30% less fluorine per volume would bring $c$ to the threshold.

The same formula settles another question of definition. Suppose $G$ is the speed of the film's outer surface relative to a fixed frame. That surface stands at height $h-R$ above the original silicon, so $dh/dt=G+dR/dt$, which is the case $c=-1$. Here $u$ stays positive and the integration is unchanged, giving

$$
R_\infty=L\ln\!\left(1+\frac EG\right)=0.313\ \text{nm},
$$

6% below $EL/G$. The difference is small when $E\ll G$.

## The model beside a real process

The example is meant to resemble silicon under a C$_4$F$_8$-based plasma at low bias. Its parameters are rough: growth of 3 nm/s is fast, and all three values vary with pressure, power, ion energy and gas mixture. One assumption that can fail in selective oxide etching is unlimited growth. There the film on silicon can settle at a few nanometres, where deposition and removal balance, and etching continues at a residual rate. If growth continues at the full rate and stops abruptly at 6.0 nm, the recess after 10 s rises from 0.333 to 0.593 nm and goes on rising. A film that starts at the same rate but slows down as it approaches 6.0 nm is thinner along the way, so more silicon is lost than this figure suggests. A late start matters too: if the film begins 0.2 s after exposure, bare etching adds $0.4\times0.2=0.08$ nm and the total becomes 0.413 nm. Each of these figures changes one assumption and holds the rest fixed.

Selectivity is the depth of oxide removed divided by the silicon recess. If the oxide stays free of film and etches at a constant rate $E_{\rm ox}$ while the silicon follows the model, then for $t\gg L/G$

$$
\frac{E_{\rm ox}t}{R(t)}\approx\frac{E_{\rm ox}\,G\,t}{EL}.
$$

This ratio grows with time, so it describes a step of stated length and is not a property of the two materials alone. If the silicon film stops growing, the ratio tends instead to the constant $E_{\rm ox}/(E\,e^{-H/L})$. In a plasma that deposits as strongly as the one in the example, the oxide may also collect film, and neither expression then applies.

For a given $E$ and $L$, the silicon loss in a step much longer than $L/G$ is proportional to $1/G$, provided that the film starts at once, covers evenly, keeps growing through the step and attenuates exponentially. Changing the plasma to raise $G$ may also change $E$ and $L$, so the quantity to compare between two conditions is the whole combination $EL/G$. The numerical output lists the values used here.

## Values computed for the example and the checks

```
INPUTS (round, roughly typical)
initial silicon etch rate E: 0.4 nm/s
net film growth rate G: 3.0 nm/s
attenuation length L: 2.5 nm
step time: 10.0 s
MAIN RESULT
recess at 0.5 s: 0.1504 nm
recess at 1.0 s: 0.2329 nm
recess at 2.0 s: 0.3031 nm
recess at 4.0 s: 0.3306 nm
recess at 10.0 s: 0.3333 nm
total recess EL/G: 0.3333 nm
total recess EL/G, converted: 3.333 angstrom
total recess by quadrature: 0.3333 nm
time scale L/G: 0.833 s
time to 99% of total: 3.84 s
film thickness at 99%: 11.51 nm
NEGLECTED EFFECTS
silicon (100) layer spacing: 0.135 nm
total recess in atomic layers: 2.47
slab thickness: 0.3 nm
total recess with slabs: 0.3537 nm
rough silicon lattice constant: 0.54 nm
rough film density: 2.0 g/cm3
silicon atoms per volume: 50.8 nm^-3
film fluorine atoms per volume: 38.8 nm^-3
film consumed per silicon, c: 5.23 (ratio)
largest c for finite total, G/E: 7.50 (ratio)
total with film consumption: 0.571 nm
its ratio to EL/G: 1.71
total, G as outer-surface speed: 0.3129 nm
test c below threshold: 7.0 (ratio)
recess for that c, 20 s: 0.97 nm
test c above threshold: 8.0 (ratio)
recess for that c, 20 s: 8.00 nm
film for that c, 20 s: 0.00 nm
delay before film growth: 0.2 s
total recess with delay: 0.4133 nm
thickness where growth stops: 6.0 nm
time when growth stops: 2.00 s
residual etch rate after stop: 0.0363 nm/s
time when recess passes EL/G: 2.83 s
recess at 10 s, stopped film: 0.593 nm
recess at 10 s, diffusion law: 0.855 nm
recess at 100 s, diffusion law: 1.599 nm
```
